# Why Substrate Miscut Suppresses Spiral Hillocks: A Contest of Growth Rates

## A small change of angle

Consider a model crystal surface on which every straight step moves at 90 nm/s. A screw dislocation reaches the surface, and one turn of the growth spiral around it adds 0.50 nm of height in 0.949 s. If the substrate is miscut by 0.2°, the passing steps of the tilted surface need 1.592 s to add the same height. At 0.5° they need 0.637 s. The dislocation builds a hillock in the first case and none in the second, although neither it nor the step speed has changed.

The explanation rests on two ways of raising the surface, the train of miscut steps and the spiral. Each is treated alone, and then they compete.

## The miscut train alone

Let \(h\) be the height of one step and \(L\) the width of a terrace. The slope of the surface is

\[
p=\tan(\text{miscut})=\frac{h}{L}.
\]

Let \(v\) be the speed of a straight step. Steps pass a fixed point at the rate \(v/L\), and each adds \(h\), so the plane rises at

\[
R_{\rm plane}=h\,\frac vL=pv .
\]

Close spacing does not make the steps faster in this model. It makes them arrive more often.

The steps are taken to be isotropic and to interact only where they meet. The driving force \(\Delta\mu\), the free energy gained per formula unit added to the crystal, is for now held fixed and equal everywhere on the surface. Slopes are small.

## Curvature alone

A spiral cannot wind arbitrarily tightly, because a curved step is slower than a straight one. Let \(\gamma\) be the step energy per length and \(a\) the area per formula unit in one layer. A round island of radius \(r\) has the free energy

\[
G(r)=2\pi r\gamma-\frac{\pi r^2}{a}\Delta\mu .
\]

Setting \(dG/dr=2\pi\gamma-2\pi r\Delta\mu/a\) to zero gives the critical radius

\[
\rho=\frac{\gamma a}{\Delta\mu}.
\]

When a convex step of curvature \(\kappa\) advances far enough to add one formula unit, it sweeps the area \(a\) and lengthens by \(a\kappa\). This costs \(\gamma a\kappa\), so the net driving force is \(\Delta\mu-\gamma a\kappa\). If speed is proportional to driving force, with mobility \(\beta\),

\[
v_n=\beta(\Delta\mu-\gamma a\kappa)=v(1-\rho\kappa),\qquad v=\beta\Delta\mu .
\]

In the example \(\gamma=1.5\) eV/nm, \(a=0.090\) nm², \(\Delta\mu=0.030\) eV and \(\beta=3000\) nm/(s eV). Therefore \(\rho=1.5\times0.090/0.030=4.50\) nm and \(v=3000\times0.030=90\) nm/s.

## The spiral alone

A step that ends at a screw dislocation is held there while the rest of it advances, so it winds up. We seek the shape that rotates rigidly at angular speed \(\Omega\).

Let \(s\) be arc length measured outward and \(\chi\) the angle between the step and the radial direction. The outer part trails behind the rotation, so

\[
\frac{dr}{ds}=\cos\chi,\qquad r\frac{d\varphi}{ds}=-\sin\chi .
\]

The tangent points at the angle \(\varphi-\chi\). The curvature, positive for a step convex towards its direction of advance, is minus the rate of turning of this angle:

\[
\kappa=\frac{d\chi}{ds}+\frac{\sin\chi}{r}
=\cos\chi\frac{d\chi}{dr}+\frac{\sin\chi}{r}
=\frac1r\frac{d(r\sin\chi)}{dr}.
\]

Rotation carries a point at speed \(\Omega r\) in the azimuthal direction, and the component normal to the step is \(\Omega r\cos\chi\). Equate this to \(v(1-\rho\kappa)\), measure \(r\) in units of \(\rho\), and define \(w=\Omega\rho/v\):

\[
w\,r\cos\chi=1-\frac1r\frac{d(r\sin\chi)}{dr}.
\]

At the centre the left side vanishes, so \(d(r\sin\chi)/dr=r\) and \(\sin\chi\simeq r/2\). The curvature there is 1 in units of \(1/\rho\). The step is critically curved at the dislocation and stands still, as a held end must.

The outer arm fixes \(w\). Written along the arc, the equation is

\[
\frac{d\chi}{ds}=1-wr\cos\chi-\frac{\sin\chi}{r}.
\]

If the accompanying small change of \(r\) is neglected, an error \(\delta\chi\) obeys \(d\delta\chi/ds=(wr\sin\chi-\cos\chi/r)\,\delta\chi\). Far out, where \(\chi\) is near \(\pi/2\), the bracket is close to \(wr\), and the error grows rapidly. If \(w\) is too small, \(\chi\) reaches \(\pi/2\) at a finite radius and the arm stops going outward. If \(w\) is too large, \(\chi\) falls back to zero. Narrowing the interval from 0.2 to 0.5 between these two failures gives

\[
w=0.33096 .
\]

As a test, the motion of an initially straight step was followed in time on a radial grid. It settled to a rotation rate of 0.33097 without any search for \(w\).

Far from the centre the curvature term is small, so \(\cos\chi\simeq1/(wr)\) and \(\tan\chi\simeq wr\). Then \(d\varphi/dr=-\tan\chi/r\simeq-w\). One full angle corresponds to the radial distance \(2\pi/w\), or in ordinary units

\[
\lambda=\frac{2\pi\rho}{w}\simeq19\,\rho .
\]

The example has \(\lambda=18.985\times4.50=85.4\) nm. One turn takes

\[
T=\frac{2\pi}{\Omega}=\frac{2\pi\rho}{wv}=\frac{\lambda}{v}=\frac{85.4}{90}=0.949\ \text{s}.
\]

Let \(b\) be the component of the Burgers vector normal to the surface. Each turn adds \(b\), so

\[
R_{\rm spiral}=\frac bT=\frac{bv}{\lambda},\qquad p_s=\frac b\lambda ,
\]

where \(p_s\) is the slope of the hillock flank.

If \(b=mh\), then \(m\) steps end at the dislocation. Without interaction each arm rotates at the same rate, neighbouring arms are \(\lambda/m\) apart, and the slope is \(h/(\lambda/m)=b/\lambda\) again. Here \(b=0.50\) nm and \(h=0.25\) nm, so there are two arms.

## The two together

The dislocation can outgrow its surroundings only if \(R_{\rm spiral}>R_{\rm plane}\). The common factor \(v\) cancels:

\[
\frac{bv}{\lambda}>pv
\quad\Longleftrightarrow\quad
p<p_c=\frac b\lambda=\frac{w\,b}{2\pi\rho}.
\]

This is the geometric threshold: **to suppress the hillock, the miscut must be steeper than the flank that the dislocation would build by itself.** In the example

\[
p_c=\frac{0.50}{85.43}=0.005853,
\]

an angle of 0.335°. The corresponding terrace width is \(h/p_c=42.7\) nm, half of \(\lambda\) because there are two arms.

For a dislocation with \(b=h\) the condition for suppression reads \(L<\lambda\), or \(L/v<T\): the next miscut step arrives before the spiral has completed a turn. When that step meets the arm attached to the dislocation, the touching parts annihilate, since both border the same newly filled layer. The remaining pieces reconnect, and the dislocation is left holding a new step. Its winding has been interrupted. The dislocation has not disappeared, and a step still ends at it, but the local distortion no longer accumulates into a mound.

Could the two sources cooperate near the dislocation and produce a rate above either one? This was tested in a simulation of diffuse steps with \(b=h\). The height field contained a dislocation and a driving force, but no threshold rule. Rates are given relative to the free spiral in the same simulation.

- A train arriving at rate 0.80 left the dislocation growing at 1.000.
- A train arriving at rate 1.25 forced it to grow at 1.250.

In both cases the faster source survived, and no extra growth appeared. The free spiral in this simulation turned 11.6% faster than the sharp-step formula predicts. The simulated steps are not thin: their profile approaches the flat terrace with a decay length of about a quarter of \(\rho\) ahead of the step and a third of \(\rho\) behind it. This width may contribute to the difference, but much of it comes from the grid: refining the cell from about \(0.27\rho\) to \(0.17\rho\) lowers the excess from 11.6% to about 6%, so the figure is not converged. The test therefore supports the competition rule and checks the value of \(w\) only roughly.

## How the loser is overrun

On scales much larger than \(\lambda\), the surface height \(H\) can be treated as smooth. The local step density is \(|\nabla H|/h\), each step moves at \(v\), and each passage adds \(h\):

\[
\frac{\partial H}{\partial t}=v|\nabla H| .
\]

Put the dislocation at the origin and let \(x\) point downhill. Two solutions are

\[
H_{\rm plane}=p(vt-x),\qquad H_{\rm cone}=p_s(vt-r)\quad(r\le vt).
\]

Their gradients have magnitudes \(p\) and \(p_s\), and their rates of rise are \(pv\) and \(p_sv\), as required. Where the surfaces cross, steps from the two sources meet and annihilate, and the higher surface remains.

With \(e=p/p_s\), the hillock occupies the region where

\[
p_s(vt-r)>p(vt-r\cos\varphi).
\]

Dividing by \(p_s\) and collecting terms gives

\[
r(1-e\cos\varphi)<(1-e)vt .
\]

For \(e<1\) the edge is

\[
r=\frac{(1-e)vt}{1-e\cos\varphi},
\]

an ellipse with the dislocation at one focus. It reaches \(vt\) downhill and \((1-e)vt/(1+e)\) uphill. A grid solution for \(e=0.5\) and \(vt=120\) cells put the uphill edge at 40 cells, as the formula does.

For \(e>1\) the inequality can hold only where \(e\cos\varphi>1\), and there it requires

\[
r>\frac{(e-1)vt}{e\cos\varphi-1}\ge vt ,
\]

because \(\cos\varphi\le1\). The spiral steps have not travelled that far, so the cone never emerges.

An existing hillock can also be overrun. Let its uphill edge be at distance \(X\), and let \(C\) be a constant height offset left by its history. Equality of heights gives

\[
C+p(vt+X)=p_s(vt-X).
\]

Differentiation in time gives \(pv+p\dot X=p_sv-p_s\dot X\), hence

\[
\dot X=v\,\frac{p_s-p}{p_s+p}.
\]

At 0.5°, with \(p=0.008727\), this is \(90\times(-0.002874)/0.014580\simeq-18\) nm/s. The miscut steps advance on the dislocation and erase the uphill flank. Close to threshold \(\dot X\) tends to zero, so the outcome is decided slowly and a thin film may not show it.

## The size of the losing margin

At the same \(\Delta\mu\), compare the two miscuts with the spiral rate of 0.527 nm/s.

- At 0.2° the terraces are 71.6 nm wide, and the plane rises at \(0.003491\times90=0.314\) nm/s. The spiral wins.
- At 0.5° the terraces are 28.6 nm wide, and the plane rises at 0.785 nm/s. The train wins.

Now grow 2.0 µm of film at 0.2°. The slope ratio is \(e=0.003491/0.005853=0.596\). The film thickness is \(pvt\), so the downhill reach is

\[
vt=\frac{2.0\ \mu\text{m}}{0.003491}=573\ \mu\text{m},
\]

and the uphill reach is \(573\times0.404/1.596=145\) µm. The apex stands above the plane by

\[
(p_s-p)vt=\left(\frac1e-1\right)pvt=1.35\ \mu\text{m}.
\]

A hillock fed by one dislocation can therefore be hundreds of micrometres long in this model, if no other source interrupts it.

Two limits show how miscut acts. As \(p\to0\), the footprint becomes a circle of radius \(vt\). As \(p\to p_c\) from below, the excess height falls continuously to zero and the uphill reach tends to \((1-e)vt/2\), while the downhill tip still extends to \(vt\). The mound fades in height and retreats towards the dislocation on its uphill side.

## When the deposition rate is fixed

So far \(\Delta\mu\) was held fixed. A reactor often fixes the deposition rate \(R\) instead. Suppose that all deposited material is incorporated and that \(\Delta\mu\) is still shared by a small hillock and its surroundings. The vicinal surface must satisfy \(R=pv=p\beta\Delta\mu\), so

\[
\Delta\mu=\frac{R}{\beta p}.
\]

More steps absorb the same flux at a lower driving force. This enlarges \(\rho\) and flattens the potential spiral:

\[
p_s=\frac{wb}{2\pi\rho}=\frac{wb\,\Delta\mu}{2\pi\gamma a}
=\frac{wbR}{2\pi\gamma a\beta\,p}.
\]

At threshold \(p_s=p=p_c\). Multiplying by \(p_c\) and taking the root gives

\[
p_c=\sqrt{\frac{wbR}{2\pi\gamma a\beta}} .
\]

Miscut now acts twice: it raises the arrival rate relative to the step speed, and it weakens the spiral. Away from threshold \(p_s=p_c^2/p\), so \(e=(p/p_c)^2\) instead of \(p/p_c\) while the hillock is still small.

With the other parameters held fixed, \(R=0.5\) nm/s gives a threshold of 0.327°, and \(R=2.0\) nm/s gives 0.653°. With the linear speed law, four times the rate requires twice the slope. At 2.0 nm/s, \(\Delta\mu/k_BT\) is about 0.5, and the exponential law given below, with the same mobility at small driving force, yields 0.316° and 0.611°, a ratio of 1.94. A miscut that is sufficient at one rate can thus be too small at a higher one.

The same formula gives the flank slope on an on-axis surface wholly covered by such hillocks. There the flank slope \(p_s\) must carry the flux, \(R=p_s\beta\Delta\mu\), and also equal \(wb\Delta\mu/(2\pi\gamma a)\). Eliminating \(\Delta\mu\) gives \(p_s=p_c\). Under these assumptions, the hillock slope on an on-axis wafer estimates the miscut needed at the same temperature, gas composition and rate.

## Contributions left out

**Step fluctuations.** A step segment of length \(dy\), displaced sideways by \(dx\), has the extra energy \(\gamma(dx)^2/(2dy)\) for small angles. Its thermal variance is therefore \(k_BT\,dy/\gamma\), and independent segments add. In \(k_BT\) the symbol \(T\) is the temperature, not the turn time. Over one spacing \(\lambda\), with one end held,

\[
\sqrt{\frac{k_BT\lambda}{\gamma}}
=\sqrt{\frac{0.112\times85.4}{1.5}}=2.53\ \text{nm}
\]

at 1300 K. This is 5.9% of the threshold terrace width. It makes individual arrivals irregular, but the threshold compares mean rates over many turns. The effect of fluctuations on the spiral's mean rate was not calculated.

**Nonlinear response.** Suppose that attachment is proportional to \(\exp(\Delta\mu/k_BT)\) and detachment from a curved step to \(\exp(\gamma a\kappa/k_BT)\). The step speed is then proportional to \(\exp(\Delta\mu/k_BT)-\exp(\gamma a\kappa/k_BT)\), which again vanishes at \(\kappa=1/\rho\). The same spiral calculation gives a value of \(w\) larger by 6.1%. At fixed \(\rho\), \(p_c\) rises by the same fraction, to about 0.356°.

**Diffusion across terraces.** Let \(F\) be the flux per area, \(D\) the adatom diffusivity and \(k\) the attachment speed at each edge. For slowly moving steps, the adatom excess \(c\) over equilibrium obeys \(Dc''=-F\). Half the flux reaches each edge, so \(kc_{\rm edge}=FL/2\). Integrating from the middle gives \(c_{\rm mid}-c_{\rm edge}=FL^2/(8D)\), and

\[
\frac{c_{\rm mid}-c_{\rm edge}}{c_{\rm edge}}=\frac{kL}{4D}.
\]

With a chosen \(D/k=100\) nm, this is \(42.7/400=10.7\%\) at threshold. The adatom excess then varies little across one terrace. This does not make the driving force equal over the whole surface, because \(c_{\rm edge}=FL/(2k)\) is larger on wider terraces. If every terrace kept all the flux that falls on it, regions of different slope would rise at the same rate, and neither source could outgrow the other. The competition described here therefore requires material to be shared between such regions, for example through the gas.

**Island nucleation.** Inserting \(r=\rho\) in \(G\) gives the barrier \(2\pi\gamma^2a/\Delta\mu-\pi\gamma^2a/\Delta\mu=\pi\gamma^2a/\Delta\mu=21.2\) eV, or 189 \(k_BT\). Islands are negligible as a third source of steps here.

**Dislocation strain.** Opening a hollow core of radius \(r\) removes strain energy and creates surface. With shear modulus \(G_s\) and surface energy \(\gamma_s\), the \(r\)-dependent energy per length is \(-G_sb^2\ln r/(4\pi)+2\pi r\gamma_s\). Its minimum is at \(r=G_sb^2/(8\pi^2\gamma_s)\). For chosen values of 100 GPa and 2.0 J/m² this is 0.158 nm, about 3.5% of \(\rho\). The core is thus much smaller than the region that sets the spiral's rotation. The strain itself extends further. Its energy per formula unit, \(G_sb^2ah/(8\pi^2r^2)\), equals \(\Delta\mu\) at \(r=1.22\) nm, about a quarter of \(\rho\). It reduces the driving force near the dislocation and slows the spiral. Subtracting this energy from \(\Delta\mu\) in the spiral equation, cut off at the core radius, lowers \(w\) by about 13% and \(p_c\) to about 0.29°. With a cutoff of 1 nm the reduction is still about 9%. The small core therefore does not make strain negligible.

**Direction and grouping.** If steps travelling along the miscut move at \(0.8v\) while the spiral's turn time is unchanged, equality of rates requires \(p=p_c/0.8\), or 0.419°. Two coincident dislocations of the same sign act as one with \(2b\), and the threshold becomes 0.671°. Of the effects sized here, this grouping moves the threshold most.

## Beside a real deposition process

The parameters lie in the rough regime of metal-organic vapour deposition of c-plane gallium nitride. A temperature near 1300 K, rates of order 1 nm/s and a normal Burgers component near 0.5 nm, equal to two bilayer steps, are typical. The step energy, mobility and driving force are much less certain and were chosen as round values. The threshold of a few tenths of a degree is of the size of miscuts used in practice, but with such inputs this agreement does not validate the model. Real layers contain many dislocations, and their steps depend on direction. At fixed driving force, step direction and grouping move 0.335° to about 0.4° or 0.7°, while dislocation strain alone lowers it to about 0.29°. At fixed deposition rate \(p_c\) grows only as \(\sqrt b\), so a coincident pair raises the threshold by a factor of 1.41 instead of 2. A miscut chosen from \(p_c\) therefore needs a margin for dislocation groups, and it holds for one set of growth conditions. It also presumes that the hillock and its surroundings share the same driving force, which diffusion on the terraces alone does not ensure. Dislocations with no normal Burgers component have \(b=0\) and drive no spiral of this kind.

The numerical output lists most of the values used here.

## Table of computed values

```
rotation rate w, shooting: 0.33096 v/rho
rotation rate w, time evolution: 0.33097 v/rho
arm spacing / critical radius: 18.985
simulated free rate / sharp-step rate: 1.116
train rate 0.80, surviving rate 1.000 (free = 1)
train rate 1.25, surviving rate 1.250 (free = 1)
grid footprint mean height error: 0.59 %
uphill edge, grid / formula: 40 / 40.0 cells
temperature: 1300 K
thermal energy kT: 0.1120 eV
Burgers component b: 0.50 nm
step height h: 0.25 nm
step energy: 1.50 eV/nm
area per formula unit: 0.090 nm2
driving force: 0.030 eV
step mobility: 3000 nm/(s eV)
critical radius: 4.50 nm
single-arm spacing: 85.43 nm
threshold slope: 0.005853
threshold miscut: 0.335 deg
terrace width at threshold: 42.72 nm
straight-step speed: 90.0 nm/s
time of one spiral turn: 0.949 s
miscut 0.2 deg: slope 0.003491
  terrace width: 71.62 nm
  time for train to add b: 1.592 s
  plane growth rate: 0.314 nm/s
miscut 0.5 deg: slope 0.008727
  terrace width: 28.65 nm
  time for train to add b: 0.637 s
  plane growth rate: 0.785 nm/s
spiral growth rate: 0.527 nm/s
film thickness: 2.0 um
slope ratio e at 0.2 deg: 0.596
hillock downhill reach: 573 um
hillock uphill reach: 145 um
apex height above plane: 1.35 um
fixed rate 0.5 nm/s: threshold 0.327 deg, force 0.0292 eV
fixed rate 2.0 nm/s: threshold 0.653 deg, force 0.0585 eV
exponential Gibbs-Thomson shift of w: 6.1 %
chosen diffusion length: 100 nm
mid-terrace concentration rise: 10.7 %
thermal step wandering: 2.53 nm
wandering / threshold terrace: 5.9 %
island barrier: 21.2 eV = 189 kT
chosen shear modulus: 100 GPa
chosen surface energy: 2.0 J/m2
strain core radius: 0.158 nm
threshold if steps run at 0.8 v: 0.419 deg
threshold, coincident like-signed pair: 0.671 deg
```
